**Saddle invariance and weight-dependent descent paths**

A smooth invertible change of coordinates $x=\varphi(q)$ with Jacobian $J$ preserves the energy and Hessian index of critical points, while steepest descent in $q$ becomes $dx/dt=-JJ^T\nabla E$ in $x$. The program asserts this for a model of nitrogen hopping in iron, with displacement $u$, cell strain $\eta$ and a length $L$ that weights the strain. It finds the critical points separately in nonlinear coordinates, compares Hessians, and obtains the barrier by flooding two different energy grids. It also asserts the transformed descent law, the departure slope at the saddle, the limits of small and large $L$, and the two different final directions at weights 1.5 times smaller and 1.5 times larger than $L=0.519$ nm. The output gives a barrier of 0.7726 eV from the formula and from both grids, and index one for both weights. The strain at quarter hop is 0.959% for $L=0.226$ nm and 0.118% for $L=1.68$ nm. In a second, dimensionless energy, exchanging two weights sends the descent from one saddle to a different minimum. The material parameters are rough typical values, and the last lines of output size several effects that the model neglects.

## Numerical verification

```python
"""
RESULT UNDER TEST
A smooth invertible change x = phi(q) preserves the energies and Hessian index
of critical points. Steepest descent in q becomes dx/dt = -J J^T grad E,
J = dx/dq, and so generally follows another path in x.
Example: N hopping in bcc Fe, with displacement u (nm) and cell strain eta:
E = E0 cos^2(pi u/h) - B eta sin(pi u/h) + K eta^2/2   (eV).
The length L (nm) weights strain: length^2 = du^2 + L^2 deta^2.
Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import root

# Rough parameters of nitrogen in a 3 x 3 x 3 bcc iron cell
lattice = 0.287              # nm
C11, C12 = 240.0, 140.0      # GPa
E0 = 0.75                    # eV, barrier at fixed cubic cell
dipole = 6.0                 # eV, anisotropy of the elastic dipole
temperature = 800.0          # K
n_atoms = 55
h = lattice / 2
volume = 27 * lattice**3
gpa_nm3 = 1e9 * 1e-27 / const.e       # one GPa nm^3 in eV
K = volume * (C11 - C12) / 2 * gpa_nm3
B = dipole / 2
eta0 = B / K
elastic_gain = B**2 / (2 * K)
barrier = E0 + elastic_gain


def fe_energy(x):
    u, eta = x
    return (E0 * np.cos(np.pi * u / h)**2
            - B * eta * np.sin(np.pi * u / h) + K * eta**2 / 2)


def gradient(f, q):
    """Complex-step derivative of an analytic function."""
    result = []
    for k in range(len(q)):
        z = np.array(q, dtype=complex)
        z[k] += 1e-30j
        result.append(f(z).imag / 1e-30)
    return np.array(result)


def hessian(f, q, step=1e-5):
    q = np.array(q, dtype=float)
    rows = [(gradient(f, q + step * e) - gradient(f, q - step * e))
            / (2 * step) for e in np.eye(len(q))]
    matrix = np.array(rows)
    return (matrix + matrix.T) / 2


def index(matrix):
    return int(np.sum(np.linalg.eigvalsh(matrix) < 0))


# A nonlinear, globally invertible coordinate change
def warp(q):
    a, b = q
    c = b + 0.2 * a**2 + 0.3
    return np.array([h * (a + 0.3 * np.cos(c)), 0.02 * np.sinh(c)])


def unwarp(x):
    c = np.arcsinh(x[1] / 0.02)
    a = x[0] / h - 0.3 * np.cos(c)
    return np.array([a, c - 0.3 - 0.2 * a**2])


def warp_jacobian(q):
    return np.array([gradient(lambda z, k=k: warp(z)[k], q)
                     for k in range(2)])


def warped_energy(q):
    return fe_energy(warp(q))


# Critical points found separately in the new coordinates
saddle = np.zeros(2)
minimum = np.array([h / 2, eta0])
for point, energy, order in ((saddle, E0, 1),
                             (minimum, -elastic_gain, 0),
                             (-minimum, -elastic_gain, 0)):
    guess = unwarp(point) + np.array([0.02, -0.03])
    found = root(lambda q: gradient(warped_energy, q), guess, tol=1e-12).x
    assert np.allclose(warp(found), point, atol=1e-7)
    assert abs(warped_energy(found) - energy) < 1e-9
    H_new, H_old = hessian(warped_energy, found), hessian(fe_energy, point)
    J = warp_jacobian(found)
    assert np.allclose(H_new, J.T @ H_old @ J, rtol=1e-5, atol=1e-6)
    assert index(H_new) == index(H_old) == order

# Full Hessian law at a point that is not critical
q_test = np.array([-0.12, 0.17])
J = warp_jacobian(q_test)
slope_x = gradient(fe_energy, warp(q_test))
congruent = J.T @ hessian(fe_energy, warp(q_test)) @ J
extra = sum(slope_x[k] * hessian(lambda z, k=k: warp(z)[k], q_test)
            for k in range(2))
direct = hessian(warped_energy, q_test)
assert np.allclose(direct, congruent + extra, rtol=1e-5, atol=1e-6)
assert np.max(abs(direct - congruent)) > 1e-3

# Away from a critical point even the curvature's sign can change: x = ln q
curv_x = hessian(lambda x: x[0]**2 / 2, [2.0])[0, 0]
curv_q = hessian(lambda q: np.log(q[0])**2 / 2, [np.exp(2.0)])[0, 0]
assert curv_x > 0 > curv_q
# A singular map x = q^2 creates a false critical point
assert abs(gradient(lambda q: (q[0]**2 - 1)**2, [0.0])[0]) < 1e-12
assert abs(gradient(lambda x: (x[0] - 1)**2, [0.0])[0]) > 1


# Lowest pass between the two minima, by flooding a grid
def flood_barrier(energy_grid, first, second):
    low, high = -elastic_gain, 2 * E0
    for _ in range(30):
        middle = (low + high) / 2
        regions, _count = label(energy_grid < middle)
        joined = regions[first] > 0 and regions[first] == regions[second]
        low, high = (low, middle) if joined else (middle, high)
    return high + elastic_gain


def flooded(axis1, axis2, function, ends):
    grid = np.meshgrid(axis1, axis2, indexing="ij")
    cells = [(int(np.argmin(abs(axis1 - p[0]))),
              int(np.argmin(abs(axis2 - p[1])))) for p in ends]
    return flood_barrier(function(grid), *cells)


flood_x = flooded(np.linspace(-0.6 * h, 0.6 * h, 601),
                  np.linspace(-0.04, 0.04, 601), fe_energy,
                  (-minimum, minimum))
flood_q = flooded(np.linspace(-1.1, 0.6, 601), np.linspace(-2.2, 1.5, 601),
                  warped_energy, (unwarp(-minimum), unwarp(minimum)))
# Tolerance covers the finite grid spacing near the pass
assert abs(flood_x - barrier) < 1e-3 and abs(flood_q - barrier) < 1e-3


def integrate(velocity, start, t_end, events=None):
    return solve_ivp(velocity, (0, t_end), start, method="DOP853",
                     rtol=1e-10, atol=1e-14, events=events)


# Descent in q, mapped to x, against the derived flow in x
q_start = np.array([-0.2, -0.1])
flow_q = integrate(lambda t, q: -gradient(warped_energy, q), q_start, 0.1)


def transformed_velocity(t, x):
    jac = warp_jacobian(unwarp(x))
    return -jac @ jac.T @ gradient(fe_energy, x)


flow_x = integrate(transformed_velocity, warp(q_start), 0.1)
assert np.allclose(warp(flow_q.y[:, -1]), flow_x.y[:, -1], atol=1e-8)
assert abs(flow_x.y[0, -1] - flow_x.y[0, 0]) > 0.1 * h


# Descent from the Fe-N saddle with different strain weights
def hop_path(L):
    def weighted(q):
        return fe_energy((q[0], q[1] / L))

    def crossing(mark):
        return lambda t, q: q[0] - mark

    def arrival(t, q):
        return np.hypot(q[0] - h / 2, q[1] - L * eta0) - 1e-7
    arrival.terminal = True
    events = [crossing(f * h) for f in (0.001, 0.25, 0.45)] + [arrival]
    path = integrate(lambda t, q: -gradient(weighted, q),
                     [1e-6 * h, 0.0], 20.0, events)
    assert path.status == 1
    energies = weighted(path.y)
    assert np.all(np.diff(energies) < 1e-13)
    assert abs(energies[0] - energies[-1] - barrier) < 1e-8
    strains = [path.y_events[k][0][1] / L for k in range(3)]
    end_ratio = (abs(path.y[1, -1] - L * eta0)
                 / abs(path.y[0, -1] - h / 2))
    return strains, end_ratio


k_saddle = 2 * E0 * (np.pi / h)**2
coupling = B * np.pi / h
k_well = (2 * E0 + B**2 / K) * (np.pi / h)**2
assert np.allclose(hessian(fe_energy, saddle),
                   [[-k_saddle, -coupling], [-coupling, K]], rtol=1e-5)
assert np.allclose(hessian(fe_energy, minimum),
                   np.diag([k_well, K]), rtol=1e-5, atol=1e-3)


def departure_slope(L):
    total = k_saddle + K / L**2
    return (2 * coupling / L**2
            / (total + np.sqrt(total**2 + 4 * coupling**2 / L**2)))


spacing = (volume / n_atoms)**(1 / 3)
weights = (spacing, spacing * np.sqrt(n_atoms))
paths, spectra = [], []
for L in weights:
    strains, end_ratio = hop_path(L)
    assert abs(strains[0] / (0.001 * h) / departure_slope(L) - 1) < 1e-3
    H_weighted = hessian(lambda q, L=L: fe_energy((q[0], q[1] / L)), saddle)
    assert index(H_weighted) == 1
    spectra.append(np.linalg.eigvalsh(H_weighted))
    paths.append(strains)
assert abs(paths[0][1] - paths[1][1]) > 0.2 * eta0

# Fast-strain and slow-strain limits; exchange of the final direction
assert abs(hop_path(0.03)[0][1] / (eta0 * np.sin(np.pi / 4)) - 1) < 0.01
assert hop_path(10.0)[0][2] < 0.02 * eta0
L_cross = np.sqrt(K / k_well)
assert hop_path(L_cross / 1.5)[1] < 0.01
assert hop_path(L_cross * 1.5)[1] > 100


# Dimensionless energy with one upper saddle and four minima
def branch_energy(x):
    return (x[0]**2 - 1)**2 + x[1]**2 * (0.5 - x[0]**2) + x[1]**4


def branch_end(weight_plus, weight_minus):
    def to_xy(q):
        plus, minus = weight_plus * q[0], weight_minus * q[1]
        return np.array([plus + minus, plus - minus]) / np.sqrt(2)
    start = 1e-4 / np.sqrt(2) / np.array([weight_plus, weight_minus])
    path = integrate(lambda t, q: -gradient(
        lambda z: branch_energy(to_xy(z)), q), start, 40.0)
    return to_xy(path.y[:, -1])


end_a = branch_end(np.sqrt(1.5), np.sqrt(0.5))
end_b = branch_end(np.sqrt(0.5), np.sqrt(1.5))
expected = np.array([np.sqrt(7 / 6), np.sqrt(1 / 3)])
assert np.allclose(end_a, expected, atol=1e-6)
assert np.allclose(end_b, expected * [1, -1], atol=1e-6)
assert index(hessian(branch_energy, [0.0, 0.0])) == 1
assert index(hessian(branch_energy, end_a)) == 0
assert index(hessian(branch_energy, end_b)) == 0


# A conformal map keeps the curve; unequal stretching does not
def point_at_level(mapping, start, level=0.3):
    def reached(t, q):
        return branch_energy(mapping(q)) - level
    reached.terminal = True
    path = integrate(lambda t, q: -gradient(
        lambda z: branch_energy(mapping(z)), q), start, 20.0, reached)
    assert path.status == 1
    return mapping(path.y[:, -1])


def conformal(q):
    return np.array([q[0] + 0.2 * (q[0]**2 - q[1]**2),
                     q[1] + 0.4 * q[0] * q[1]])


w_start = np.array([0.2, 0.3])
z_start = conformal(w_start)
plain_point = point_at_level(lambda q: np.array([q[0], q[1]]), z_start)
conformal_point = point_at_level(conformal, w_start)
stretched_point = point_at_level(lambda q: np.array([q[0], 2 * q[1]]),
                                 z_start / [1, 2])
assert np.allclose(plain_point, conformal_point, atol=1e-7)
assert np.linalg.norm(plain_point - stretched_point) > 0.01

# Sizes of neglected effects
stiffness = volume * gpa_nm3 * (C12 * np.ones((3, 3))
                                + (C11 - C12) * np.eye(3))


def relaxation(P):
    return P @ np.linalg.solve(stiffness, P) / 2


missing_strain = dipole**2 / (24 * K)
assert np.isclose(relaxation(B * np.array([1, 0, -1])), elastic_gain)
assert np.isclose(relaxation(dipole * np.array([2, -1, -1]) / 3),
                  elastic_gain + missing_strain)
trace = 20.0                          # eV, rough trace of the dipole
volume_shift = (relaxation(1.1 * trace / 3 * np.ones(3))
                - relaxation(trace / 3 * np.ones(3)))
softening_shift = B**2 / (2 * (K / 2)) - elastic_gain
kT = const.k * temperature / const.e
mass = 14 * const.atomic_mass
omega_s, omega_w = (np.sqrt(k * const.e / 1e-18 / mass)
                    for k in (k_saddle, k_well))
T_cross = const.hbar * omega_s / (2 * np.pi * const.k)
assert T_cross < temperature / 2
xs, xw = (const.hbar * w / (const.k * temperature)
          for w in (omega_s, omega_w))
quantum_factor = (xs / 2) / np.sin(xs / 2) * np.sinh(xw / 2) / (xw / 2)
thermal_strain = np.sqrt(kT / K)

print(f"Lattice parameter, hop length: {lattice:.3f}, {h:.4f} nm")
print(f"C11, C12 (rough): {C11:.0f}, {C12:.0f} GPa")
print(f"Fixed-cell barrier E0 (rough): {E0:.3f} eV")
print(f"Dipole anisotropy A, B=A/2: {dipole:.2f}, {B:.2f} eV")
print(f"Cell volume: {volume:.4f} nm^3; atoms: {n_atoms}")
print(f"Strain stiffness K: {K:.2f} eV")
print(f"Strain at minimum B/K: {100 * eta0:.3f} percent")
print(f"Elastic energy B^2/(2K): {1000 * elastic_gain:.2f} meV")
print(f"Barrier from formula: {barrier:.4f} eV")
print(f"Barrier by flooding (u,eta): {flood_x:.4f} eV")
print(f"Barrier by flooding warped grid: {flood_q:.4f} eV")
print(f"Saddle curvature k: {k_saddle:.2f} eV/nm^2")
print(f"Saddle coupling b: {coupling:.3f} eV/nm")
print(f"Well curvature k_u: {k_well:.2f} eV/nm^2")
print(f"Weight where final direction changes: {L_cross:.4f} nm")
for name, L, strains, values in zip(("d", "d sqrt(N)"), weights,
                                    paths, spectra):
    print(f"Weight L = {name}: {L:.4f} nm")
    print(f"  saddle eigenvalues: {values[0]:.2f}, {values[1]:.2f} eV/nm^2")
    print(f"  saddle index: {int(np.sum(values < 0))}")
    print(f"  departure slope deta/du: {departure_slope(L):.5f} 1/nm")
    print(f"  strain at u=0.25h: {100 * strains[1]:.4f} percent")
    print(f"  energy at u=0.25h: {fe_energy((h/4, strains[1])):.5f} eV")
    print(f"  strain at u=0.45h: {100 * strains[2]:.4f} percent")
print(f"ln map: curvature in x, q: {curv_x:.4f}, {curv_q:.5f} (no unit)")
print(f"Branch end, squared weights 1.5,0.5: x={end_a[0]:.4f}, "
      f"y={end_a[1]:.4f} (no unit)")
print(f"Branch end, squared weights 0.5,1.5: x={end_b[0]:.4f}, "
      f"y={end_b[1]:.4f} (no unit)")
print(f"Branch saddle energy: {branch_energy((0, 0)):.4f} (no unit)")
print(f"Branch minimum energy: {branch_energy(end_a):.4f} (no unit)")
for name, p in (("plain", plain_point), ("conformal", conformal_point),
                ("stretched", stretched_point)):
    print(f"Point at F=0.3, {name}: {p[0]:.4f}, {p[1]:.4f} (no unit)")
print(f"Temperature, kT: {temperature:.0f} K, {1000 * kT:.2f} meV")
print(f"Barrier rise if K is halved: {1000 * softening_shift:.2f} meV")
print(f"Omitted strain component, scale: {1000 * missing_strain:.2f} meV")
print(f"Dipole trace (rough): {trace:.0f} eV")
print(f"Effect of 10 percent larger trace: {1000 * volume_shift:.2f} meV")
print(f"Tunnelling crossover temperature: {T_cross:.1f} K")
print(f"Quantum rate factor along hop: {quantum_factor:.4f} (no unit)")
print(f"Thermal rms cell strain: {100 * thermal_strain:.3f} percent")
print("no test failed")
```

It prints:

```
Lattice parameter, hop length: 0.287, 0.1435 nm
C11, C12 (rough): 240, 140 GPa
Fixed-cell barrier E0 (rough): 0.750 eV
Dipole anisotropy A, B=A/2: 6.00, 3.00 eV
Cell volume: 0.6383 nm^3; atoms: 55
Strain stiffness K: 199.19 eV
Strain at minimum B/K: 1.506 percent
Elastic energy B^2/(2K): 22.59 meV
Barrier from formula: 0.7726 eV
Barrier by flooding (u,eta): 0.7726 eV
Barrier by flooding warped grid: 0.7726 eV
Saddle curvature k: 718.93 eV/nm^2
Saddle coupling b: 65.678 eV/nm
Well curvature k_u: 740.59 eV/nm^2
Weight where final direction changes: 0.5186 nm
Weight L = d: 0.2264 nm
  saddle eigenvalues: -737.13, 3904.22 eV/nm^2
  saddle index: 1
  departure slope deta/du: 0.27715 1/nm
  strain at u=0.25h: 0.9592 percent
  energy at u=0.25h: 0.36382 eV
  strain at u=0.45h: 1.4768 percent
Weight L = d sqrt(N): 1.6790 nm
  saddle eigenvalues: -720.86, 72.59 eV/nm^2
  saddle index: 1
  departure slope deta/du: 0.02943 1/nm
  strain at u=0.25h: 0.1175 percent
  energy at u=0.25h: 0.37264 eV
  strain at u=0.45h: 0.3230 percent
ln map: curvature in x, q: 1.0000, -0.01832 (no unit)
Branch end, squared weights 1.5,0.5: x=1.0801, y=0.5774 (no unit)
Branch end, squared weights 0.5,1.5: x=1.0801, y=-0.5774 (no unit)
Branch saddle energy: 1.0000 (no unit)
Branch minimum energy: -0.0833 (no unit)
Point at F=0.3, plain: 0.6760, 0.2302 (no unit)
Point at F=0.3, conformal: 0.6760, 0.2302 (no unit)
Point at F=0.3, stretched: 0.6729, 0.1021 (no unit)
Temperature, kT: 800 K, 68.94 meV
Barrier rise if K is halved: 22.59 meV
Omitted strain component, scale: 7.53 meV
Dipole trace (rough): 20 eV
Effect of 10 percent larger trace: 6.76 meV
Tunnelling crossover temperature: 85.6 K
Quantum rate factor along hop: 1.0389 (no unit)
Thermal rms cell strain: 1.860 percent
no test failed
```
